# Why (110) fin sidewalls can help silicon holes and hinder electrons: a program that tests the result

```python
"""Why a (110) silicon sidewall can favour holes and penalise electrons.

Result under test: for current along <110>, quantization along [110] instead
of [001] raises the thermal mean inverse transport mass of holes and lowers
that of electrons, for a thin body with hard walls.
Symbols: n = surface normal, t = current direction, s = third axis;
C = hbar^2/(2 m0) in eV nm^2; energies in eV, lengths in nm, masses in m0.
Electrons: six ellipsoids (m_l, m_t). Holes: orbitals x, y, z with spin,
Luttinger parameters g1, g2, g3 and spin-orbit splitting DELTA; hole energy
is counted positive into the valence band. Parameters are round model inputs.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
TEMPERATURE = 300.0
KT = sc.k * TEMPERATURE / sc.e
WIDTH = 5.0
DENSITY = 0.05                      # carriers per nm^2
M_L, M_T = 0.9, 0.2
G1, G2, G3 = 4.3, 0.3, 1.4
DELTA = 0.040
R2 = np.sqrt(2.0)
FRAME_110 = np.array([[1, 1, 0], [1, -1, 0], [0, 0, R2]]) / R2
FRAME_001 = np.array([[0, 0, R2], [1, -1, 0], [1, 1, 0]]) / R2
FRAME_001_TURNED = np.array([[0, 0, 1.0], [1, 0, 0], [0, 1, 0]])


def sine_operators(count):
    """Momentum and squared momentum between hard-wall sine states."""
    j = np.arange(1, count + 1)
    a, b = np.meshgrid(j, j, indexing="ij")
    odd = (a + b) % 2 == 1
    gap = np.where(odd, a**2 - b**2, 1)
    derivative = np.where(odd, 4 * a * b / (WIDTH * gap), 0.0)
    return -1j * derivative, np.diag((j * np.pi / WIDTH)**2)


def grid_operators(count):
    """The same operators by central differences on a real-space grid."""
    dz = WIDTH / (count + 1)
    up = np.eye(count, k=1)
    momentum = -1j * (up - up.T) / (2 * dz)
    return momentum, (2 * np.eye(count) - up - up.T) / dz**2


def electron_tensor():
    """Entry [i, j] holds the inverse masses of the x, y, z valley pairs."""
    g = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for valley in range(3):
            g[i, i, valley, valley] = 1 / M_L if i == valley else 1 / M_T
    return g


def hole_tensor(g1, g2, g3):
    """Entry [i, j] is the orbital matrix multiplying C k_i k_j."""
    g = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                g[i, i] = np.diag(np.full(3, g1 - 2 * g2))
                g[i, i, i, i] = g1 + 4 * g2
            else:
                g[i, j, i, j] = g[i, j, j, i] = 3 * g3
    return g


def spin_orbit(delta):
    """Zero for the j=3/2 quartet, delta for the split-off doublet."""
    eps = np.zeros((3, 3, 3))
    for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
        eps[i, j, k], eps[i, k, j] = 1, -1
    sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                      [[1, 0], [0, -1]]])
    l_sigma = sum(np.kron(-1j * eps[i], sigma[i]) for i in range(3))
    return delta / 3 * (np.eye(6) - l_sigma)


def electron_parts(frame, operators):
    g = np.einsum("ai,bj,ijuv->abuv", frame, frame, electron_tensor())
    return assemble(g, np.zeros((3, 3)), operators)


def hole_parts(frame, operators, lutt=(G1, G2, G3), delta=DELTA, spin=True):
    """Orbitals are expressed along n, t, s."""
    g = np.einsum("ai,bj,ijuv,pu,qv->abpq", frame, frame,
                  hole_tensor(*lutt), frame, frame)
    if not spin:
        return assemble(g, np.zeros((3, 3)), operators)
    big = np.array([[np.kron(g[a, b], np.eye(2)) for b in range(3)]
                    for a in range(3)])
    turn = np.kron(frame, np.eye(2))
    return assemble(big, turn @ spin_orbit(delta) @ turn.T, operators)


def assemble(g, local, operators):
    """Coefficients of 1, kt, ks, kt^2, kt*ks, ks^2 in the Hamiltonian."""
    p, p2 = operators
    one = np.eye(len(p))
    return (np.kron(p2, C * g[0, 0]) + np.kron(one, local),
            np.kron(p, C * (g[0, 1] + g[1, 0])),
            np.kron(p, C * (g[0, 2] + g[2, 0])),
            np.kron(one, C * g[1, 1]),
            np.kron(one, C * (g[1, 2] + g[2, 1])),
            np.kron(one, C * g[2, 2]))


def hamiltonian(parts, kt, ks):
    kt = np.atleast_1d(kt)[:, None, None]
    ks = np.atleast_1d(ks)[:, None, None]
    h0, ht, hs, htt, hts, hss = parts
    return (h0 + kt * ht + ks * hs + kt**2 * htt
            + kt * ks * hts + ks**2 * hss)


def fermi_level(energy, weight):
    return brentq(lambda mu: np.sum(weight * expit((mu - energy) / KT))
                  - DENSITY, -1.0, 1.0)


def thermal(parts, size, degeneracy, n_r=40, n_angle=12, k_max=5.0):
    """Mean inverse masses and occupations from subbands and velocities."""
    x, w = np.polynomial.legendre.leggauss(n_r)
    radius, w = k_max * (x + 1) / 2, w * k_max / 2
    angle = (np.arange(n_angle) + 0.5) * np.pi / (2 * n_angle)
    kt = np.outer(radius, np.cos(angle)).ravel()
    ks = np.outer(radius, np.sin(angle)).ravel()
    weight = np.repeat(w * radius, n_angle) * np.pi / (2 * n_angle)
    weight = (degeneracy * 4 * weight / (4 * np.pi**2))[:, None]
    energy, states = np.linalg.eigh(hamiltonian(parts, kt, ks))
    mu = fermi_level(energy, weight)
    f = expit((mu - energy) / KT)
    _, ht, hs, htt, hts, hss = parts
    a, b = kt[:, None, None], ks[:, None, None]
    inverse = []
    for slope in (ht + 2 * a * htt + b * hts, hs + 2 * b * hss + a * hts):
        v = np.sum(states.conj() * (slope @ states), axis=1).real
        inverse.append(np.sum(weight * f * (1 - f) / KT * v**2)
                       / (2 * C * DENSITY))
    content = np.abs(states)**2
    content = content.reshape(len(kt), -1, size, energy.shape[1]).sum(axis=1)
    share = np.einsum("kb,kob->o", weight * f, content) / DENSITY
    if size == 6:
        share = share.reshape(3, 2).sum(axis=1)
    ground = np.sum(weight * f[:, :2]) / DENSITY
    return {"t": inverse[0], "s": inverse[1], "share": share,
            "ground": ground, "mu": mu}


def electron_formula(frame):
    """Closed formula: quantization mass, reduced in-plane mass, filling."""
    rows, valleys = [], []
    for valley in range(3):
        diagonal = np.full(3, 1 / M_T)
        diagonal[valley] = 1 / M_L
        w = frame @ np.diag(diagonal) @ frame.T
        plane = w[1:, 1:] - np.outer(w[1:, 0], w[0, 1:]) / w[0, 0]
        dos_mass = 1 / np.sqrt(np.linalg.det(plane))
        first = C * w[0, 0] * (np.pi / WIDTH)**2
        valleys.append((1 / w[0, 0], 1 / plane[0, 0], first))
        for j in range(1, 13):
            rows.append((valley, first * j**2, dos_mass,
                         plane[0, 0], plane[1, 1]))
    index, level, mass, inv_t, inv_s = np.array(rows).T

    def filling(mu):
        return 2 * mass * KT / (2 * np.pi * C) * np.logaddexp(
            0, (mu - level) / KT)
    mu = brentq(lambda x: filling(x).sum() - DENSITY, -1, 1)
    part = filling(mu) / DENSITY
    share = np.array([part[index == v].sum() for v in range(3)])
    return {"t": part @ inv_t, "s": part @ inv_s, "share": share,
            "valleys": valleys}


def curvature(parts, band, step=0.02):
    """Inverse transport mass of one subband at its centre."""
    e = np.linalg.eigvalsh(hamiltonian(parts, [0.0, step], [0.0, 0.0]))
    return (e[1, band] - e[0, band]) / (C * step**2)


def perturbed_curvature(own, coupling, upper, lower):
    j = np.arange(2, 400, 2.0)
    return own - coupling**2 * np.sum(
        16 * j**2 / (np.pi**2 * (j**2 - 1)**2 * (upper * j**2 - lower)))


# Electrons: closed formula against diagonalization and k-space quadrature.
sine10, sine12 = sine_operators(10), sine_operators(12)
electron = {}
for name, frame in (("001", FRAME_001), ("110", FRAME_110)):
    electron[name] = electron_formula(frame)
    direct = thermal(electron_parts(frame, sine12), 3, 4)
    for key in ("t", "s"):
        assert abs(direct[key] / electron[name][key] - 1) < 0.01
    assert np.isclose(direct["share"][2], electron[name]["share"][2],
                      atol=0.005)
val_001, val_110 = electron["001"]["valleys"], electron["110"]["valleys"]
assert np.isclose(val_110[0][0], 2 * M_L * M_T / (M_L + M_T))
assert np.isclose(val_110[0][1], (M_L + M_T) / 2)
assert val_001[2][2] < val_001[0][2] and val_110[0][2] < val_110[2][2]

# Bulk limit of the hole Hamiltonian: heavy hole along [110] at small k.
small = 0.01
along = FRAME_110[0] * small
orbital = np.einsum("i,j,ijuv->uv", along, along, hole_tensor(G1, G2, G3))
bulk = np.linalg.eigvalsh(C * np.kron(orbital, np.eye(2)) + spin_orbit(DELTA))
bulk_heavy = G1 - np.sqrt(G2**2 + 3 * G3**2)
assert abs(bulk[0] / (C * small**2) - bulk_heavy) < 0.005

# Hole subbands: sine basis against a real-space grid.
for frame in (FRAME_001, FRAME_110):
    e_sine = np.linalg.eigvalsh(
        hamiltonian(hole_parts(frame, sine10), 0.5, 0.3))[0, :6]
    e_grid = np.linalg.eigvalsh(
        hamiltonian(hole_parts(frame, grid_operators(80)), 0.5, 0.3))[0, :6]
    assert np.max(np.abs(e_sine - e_grid)) < 5e-4

# Orbital picture without spin-orbit coupling: curvatures by perturbation.
light, heavy = G1 + G2 + 3 * G3, G1 + G2 - 3 * G3
free_001 = hole_parts(FRAME_001, sine12, spin=False)
free_110 = hole_parts(FRAME_110, sine12, spin=False)
pert_110 = perturbed_curvature(light, 6 * G2, light, heavy)
pert_001 = perturbed_curvature(light, 6 * G3, G1 + 4 * G2, G1 - 2 * G2)
assert abs(curvature(free_110, 0) - pert_110) < 0.02
assert abs(curvature(free_001, 1) - pert_001) < 0.02
assert abs(curvature(free_001, 0) - heavy) < 0.001

# Six-band thermal means, with and without spin-orbit coupling.
hole, centre, ground_curve, ground_t = {}, {}, {}, {}
for name, frame in (("001", FRAME_001), ("110", FRAME_110)):
    parts = hole_parts(frame, sine10)
    hole[name] = thermal(parts, 6, 1)
    e0, u0 = np.linalg.eigh(parts[0])
    centre[name] = e0[:6:2]
    ground_curve[name] = curvature(parts, 0)
    pair = (np.abs(u0[:, :2])**2).reshape(-1, 3, 2, 2).sum(axis=(0, 2, 3)) / 2
    ground_t[name] = pair[1]
no_so = {"001": thermal(free_001, 3, 2), "110": thermal(free_110, 3, 2)}
turned = thermal(hole_parts(FRAME_001_TURNED, sine10), 6, 1)
assert abs(turned["t"] / hole["001"]["t"] - 1) < 0.01

# Repeat the (110) hole mean on a Cartesian grid with numerical velocities.
# The 3 percent tolerance allows for narrow anticrossings between grid points.
points, edge, shift = 34, 4.0, 1e-3
axis = (np.arange(points) + 0.5) * edge / points
kt_grid, ks_grid = [q.ravel() for q in np.meshgrid(axis, axis)]
parts_110 = hole_parts(FRAME_110, sine10)
e_minus = np.linalg.eigvalsh(hamiltonian(parts_110, kt_grid - shift, ks_grid))
e_plus = np.linalg.eigvalsh(hamiltonian(parts_110, kt_grid + shift, ks_grid))
e_mid, slope = (e_plus + e_minus) / 2, (e_plus - e_minus) / (2 * shift)
cell = 4 * (edge / points)**2 / (4 * np.pi**2)
f_mid = expit((fermi_level(e_mid, cell) - e_mid) / KT)
cartesian = np.sum(cell * f_mid * (1 - f_mid) / KT * slope**2) / (
    2 * C * DENSITY)
assert abs(cartesian / hole["110"]["t"] - 1) < 0.03

# Cause: an isotropic valence band must show no orientation effect.
g_iso = (2 * G2 + 3 * G3) / 5
iso = [thermal(hole_parts(fr, sine10, (G1, g_iso, g_iso)), 6, 1, n_angle=4)
       for fr in (FRAME_001, FRAME_110)]
iso_ratio = iso[1]["t"] / iso[0]["t"]
assert abs(iso_ratio - 1) < 1e-3

electron_ratio = electron["110"]["t"] / electron["001"]["t"]
hole_ratio = hole["110"]["t"] / hole["001"]["t"]
no_so_ratio = no_so["110"]["t"] / no_so["001"]["t"]
assert electron_ratio < 1 < hole_ratio and no_so_ratio > 1
assert electron["110"]["s"] > electron["110"]["t"]
assert hole["110"]["share"][1] > hole["001"]["share"][1]

print(f"width {WIDTH:.1f} nm, temperature {TEMPERATURE:.0f} K, "
      f"kT {1e3 * KT:.2f} meV")
print(f"sheet density {DENSITY * 1e14:.1e} cm^-2")
print(f"C = hbar^2/(2 m0): {C:.5f} eV nm^2")
print(f"electron inputs m_l {M_L}, m_t {M_T} (m0)")
print(f"hole inputs g1 {G1}, g2 {G2}, g3 {G3}; Delta {1e3 * DELTA:.0f} meV")
print("ELECTRONS: normal mass (m0), mass along t (m0), first level (meV)")
for label, row in (("(001) twofold", val_001[2]), ("(001) fourfold", val_001[0]),
                   ("(110) fourfold", val_110[0]), ("(110) twofold", val_110[2])):
    print(f"{label}: {row[0]:.3f}, {row[1]:.3f}, {1e3 * row[2]:.1f}")
for name in ("001", "110"):
    item = electron[name]
    print(f"({name}) share in twofold valleys {item['share'][2]:.3f}, "
          f"fourfold {item['share'][:2].sum():.3f}")
    print(f"({name}) mean m0/m along t {item['t']:.3f}, along s {item['s']:.3f}")
print(f"electron ratio (110)/(001) along t: {electron_ratio:.3f}")
print("HOLES without spin-orbit coupling: inverse masses m0/m")
print(f"orbital along own <110> axis {light:.2f}, across it in (001) {heavy:.2f}")
print(f"in-plane orbitals along [001]: {G1 - 2 * G2:.2f}")
print(f"(110) light subband after coupling {pert_110:.3f}")
print(f"(001) light subband after coupling {pert_001:.3f}")
print(f"ratio of thermal means (110)/(001), Delta=0: {no_so_ratio:.3f}")
print("HOLES with spin-orbit coupling")
print(f"bulk heavy-hole m0/m along [110], small k: {bulk_heavy:.3f}")
for name in ("001", "110"):
    item = hole[name]
    levels = ", ".join(f"{1e3 * e:.1f}" for e in centre[name])
    print(f"({name}) first three subbands at k=0: {levels} meV")
    print(f"({name}) ground subband m0/m along t at k=0: {ground_curve[name]:.2f}")
    print(f"({name}) ground weight on t orbital at k=0: {ground_t[name]:.3f}")
    print(f"({name}) share of holes in lowest subband: {item['ground']:.3f}")
    print(f"({name}) thermal orbital shares n, t, s: "
          + ", ".join(f"{q:.3f}" for q in item["share"]))
    print(f"({name}) mean m0/m along t {item['t']:.2f}, along s {item['s']:.2f}")
print(f"(001) mean m0/m along [100]: {turned['t']:.2f}")
print(f"(110) mean m0/m along t, second grid: {cartesian:.2f}")
print(f"hole ratio (110)/(001) along t: {hole_ratio:.2f}")
print(f"hole ratio for isotropic band g2=g3={g_iso:.2f}: {iso_ratio:.4f}")
print("no test failed")
```

It prints:

```
width 5.0 nm, temperature 300 K, kT 25.85 meV
sheet density 5.0e+12 cm^-2
C = hbar^2/(2 m0): 0.03810 eV nm^2
electron inputs m_l 0.9, m_t 0.2 (m0)
hole inputs g1 4.3, g2 0.3, g3 1.4; Delta 40 meV
ELECTRONS: normal mass (m0), mass along t (m0), first level (meV)
(001) twofold: 0.900, 0.200, 16.7
(001) fourfold: 0.200, 0.327, 75.2
(110) fourfold: 0.327, 0.550, 46.0
(110) twofold: 0.200, 0.200, 75.2
(001) share in twofold valleys 0.669, fourfold 0.331
(001) mean m0/m along t 4.356, along s 4.356
(110) share in twofold valleys 0.184, fourfold 0.816
(110) mean m0/m along t 2.404, along s 4.284
electron ratio (110)/(001) along t: 0.552
HOLES without spin-orbit coupling: inverse masses m0/m
orbital along own <110> axis 8.80, across it in (001) 0.40
in-plane orbitals along [001]: 3.70
(110) light subband after coupling 8.729
(001) light subband after coupling 5.898
ratio of thermal means (110)/(001), Delta=0: 2.709
HOLES with spin-orbit coupling
bulk heavy-hole m0/m along [110], small k: 1.857
(001) first three subbands at k=0: 55.7, 69.1, 109.3 meV
(001) ground subband m0/m along t at k=0: 3.20
(001) ground weight on t orbital at k=0: 0.500
(001) share of holes in lowest subband: 0.660
(001) thermal orbital shares n, t, s: 0.285, 0.358, 0.358
(001) mean m0/m along t 1.50, along s 1.50
(110) first three subbands at k=0: 15.3, 36.2, 66.9 meV
(110) ground subband m0/m along t at k=0: 8.43
(110) ground weight on t orbital at k=0: 0.945
(110) share of holes in lowest subband: 0.604
(110) thermal orbital shares n, t, s: 0.070, 0.668, 0.263
(110) mean m0/m along t 4.68, along s 2.69
(001) mean m0/m along [100]: 1.50
(110) mean m0/m along t, second grid: 4.68
hole ratio (110)/(001) along t: 3.13
hole ratio for isotropic band g2=g3=0.96: 1.0000
no test failed
```
